# Projected-commutator DIIS: a thin, gauge-invariant residual for self-consistent exact exchange, part 2

We seek self-consistent occupied orbitals by DIIS, storing only matrices of orbital size that do not depend on rotations among the orbitals. Hartree atomic units and the Frobenius norm $\|A\|=\sqrt{\mathrm{Tr}\,A^\dagger A}$ are used.

The $N$ orthonormal occupied orbitals are the columns of $\Psi$, in an orthonormal basis of size $n$. Then $P=\Psi\Psi^\dagger$ and $Q=1-P$ are projectors. The Hermitian Hamiltonian $H=H[P]$ depends smoothly on $P$; in restricted Hartree–Fock theory $H[P]=h+2J[P]-K[P]$, with one-electron, Coulomb and exchange parts. The orthonormal reference $\Phi_0$ is fixed, and $s$ is the smallest singular value of $S=\Psi^\dagger\Phi_0$.

With $C=[H,P]$ and $G=QH\Psi$, part (c) gave

$$C=G\Psi^\dagger-\Psi G^\dagger,\qquad \|C\|^2=2\|G\|^2 ,$$

and $C=0$ is the condition for a stationary energy. The gauge-invariant thin matrices are $\Phi=P\Phi_0=\Psi S$ and $R=C\Phi_0$, evaluated as

$$R=(H\Psi)\,S-\Psi\,\big[(H\Psi)^\dagger\Phi_0\big]. \tag{3}$$

Let $u_i$ be the eigenvectors of $SS^\dagger$ (eigenvalues $c_i^2$), $w_a$ those of $Q\Phi_0\Phi_0^\dagger Q$ in the empty space (eigenvalues $t_a^2$), and $g_{ai}=w_a^\dagger Gu_i$. For $C\neq0$, part (e) gave

$$\frac{\|R\|^2}{\|C\|^2}=\frac{\sum_{ai}(c_i^2+t_a^2)\,|g_{ai}|^2}{2\sum_{ai}|g_{ai}|^2}, \tag{5}$$

$$\frac{s^2}{2}\;\le\;\frac{\|R\|^2}{\|C\|^2}\;\le\;1-\frac{s^2}{2}. \tag{6}$$

Hence $\|C\|\le\sqrt2\,\|R\|/s$ for $s>0$, and $\|R\|=\|C\|/\sqrt2$ for $s=1$. For $s=0$, $R$ can vanish although $C\neq0$. The singular-overlap example has $N=1$ and, in hartree,

$$H=\begin{pmatrix}0&0.3&0\\0.3&1&0\\0&0&2\end{pmatrix},\quad \Psi=\begin{pmatrix}1\\0\\0\end{pmatrix},\quad \Phi_0=\begin{pmatrix}0\\0\\1\end{pmatrix}.$$

The index $k$ labels stored cycles; an asterisk subscript marks a fixed expansion point. DIIS chooses real $\alpha_k$ with $\sum_k\alpha_k=1$ that minimise $\|\sum_k\alpha_kR_k\|$, using $B_{ij}=\mathrm{Re}\,\mathrm{Tr}\,R_i^\dagger R_j$. The combination $\tilde\Phi=\sum_k\alpha_k\Phi_k$ satisfies

$$\tilde\Phi=\sum_k\alpha_kP_k\Phi_0=D\,\Phi_0,\qquad D=\sum_k\alpha_kP_k . \tag{7}$$

### (g) Returning to a projector

The matrix $D$ is in general not idempotent. Orthonormalise the columns of $\tilde\Phi$ and let $\tilde P$ be the projector on their span. Suppose that the stored projectors lie near a projector $P_*$,

$$P_k=P_*+\varepsilon X_k+O(\varepsilon^2),$$

with $S_*=\Psi_*^\dagger\Phi_0$ invertible and the $\alpha_k$ bounded. How far is $\tilde P$ from $D$, and how far is its residual from the one that DIIS minimised? What changes if raw orbitals in unrelated gauges are combined instead?

**Solution.** Idempotency restricts $X_k$. The terms of order $\varepsilon$ in $P_k^2=P_k$ are

$$P_*X_k+X_kP_*=X_k .$$

Multiplying by $P_*$ from both sides gives $2P_*X_kP_*=P_*X_kP_*$, so this block vanishes. Multiplying by $Q_*$ from both sides gives $0=Q_*X_kQ_*$. To first order, a change of projector couples only occupied to empty states.

Let $\bar X=\sum_k\alpha_kX_k$, which has the same block form. Since the coefficients sum to one, $D=P_*+\varepsilon\bar X+O(\varepsilon^2)$. Now split $\tilde\Phi=D\Phi_0$ into its two parts. The occupied part is

$$P_*\tilde\Phi=\Psi_*A,\qquad A=\Psi_*^\dagger D\Phi_0=S_*+O(\varepsilon).$$

In the empty part, $Q_*P_*=0$ and $Q_*\bar XQ_*=0$ leave

$$Q_*\tilde\Phi=\varepsilon Q_*\bar XP_*\Phi_0+O(\varepsilon^2)=\varepsilon Q_*\bar X\Psi_*S_*+O(\varepsilon^2).$$

For small $\varepsilon$, $A$ is invertible, and multiplication by $A^{-1}$ from the right does not change the span. Because $S_*A^{-1}=1+O(\varepsilon)$,

$$Y=\tilde\Phi A^{-1}=\Psi_*+\varepsilon Q_*\bar X\Psi_*+O(\varepsilon^2),$$

where all corrections lie in the empty space. They are orthogonal to $\Psi_*$, so $Y^\dagger Y=1+O(\varepsilon^2)$. The projector on the span is then

$$\tilde P=Y(Y^\dagger Y)^{-1}Y^\dagger=P_*+\varepsilon(Q_*\bar XP_*+P_*\bar XQ_*)+O(\varepsilon^2).$$

The bracket equals $\bar X$, since its other two blocks vanish. Hence

$$\tilde P=D+O(\varepsilon^2). \tag{8}$$

The reference has dropped out at first order. It survives in the size of the neglected terms, through $S_*^{-1}$, so a poor reference, with a small singular value of $S_*$, can make them larger.

For the residual, regard $R$ as a smooth function of $P$ with $\Phi_0$ fixed. Its expansion is $R(P_*+\varepsilon X)=R(P_*)+\varepsilon L(X)+O(\varepsilon^2)$ with a linear map $L$. Taking the weighted sum and using $\sum_k\alpha_k=1$,

$$\sum_k\alpha_kR_k=R(P_*)+\varepsilon L(\bar X)+O(\varepsilon^2)=R(\tilde P)+O(\varepsilon^2).$$

The quantity minimised by DIIS is therefore the residual of the new projector, up to second order.

Raw orbitals can be written as $\Psi_k=(\Psi_*+\varepsilon X_k\Psi_*)U_k+O(\varepsilon^2)$ with arbitrary unitary $U_k$. Their combination is

$$\sum_k\alpha_k\Psi_k=\Psi_*M+\varepsilon\sum_k\alpha_kX_k\Psi_*U_k+O(\varepsilon^2),\qquad M=\sum_k\alpha_kU_k .$$

If $M$ is invertible, the span is tilted into the empty space by $\varepsilon\sum_k\alpha_kX_k\Psi_*U_kM^{-1}$ instead of $\varepsilon\sum_k\alpha_kX_k\Psi_*$. These agree when all $U_k$ are equal, for then $M=U_k$. For unrelated gauges they differ in general, and the error is of order $\varepsilon$, as large as the changes that DIIS tries to combine. If $M$ is singular, part of the occupied space is missing from the combination at leading order, and the error no longer vanishes with $\varepsilon$.

The orders were tested near the Hartree–Fock solution of formaldehyde, with three random orbital rotations and fixed coefficients. Halving $\varepsilon$ from $2\times10^{-3}$ reduced $\|\tilde P-D\|$ from $9.354\times10^{-7}$ to $2.339\times10^{-7}$, a factor of 4.00 and hence second order. The residual error also showed order 2.000. With random gauges the projector error went from $1.793\times10^{-3}$ to $8.967\times10^{-4}$, which is first order, and at the larger step it was about 1900 times the fixed-gauge error.

### (h) Comparison with the full commutator, and the cost

DIIS with the full commutator uses $B^{\rm full}_{ij}=\mathrm{Re}\,\mathrm{Tr}\,C_i^\dagger C_j$. Suppose that $\Phi_0$ spans the occupied space of the self-consistent $P_*$. Show that $2B=B^{\rm full}$ up to a relative error of order $\varepsilon^2$. Then state the algorithm and its storage.

**Solution.** Here $\Phi_0\Phi_0^\dagger=P_*$, so $B_{ij}=\mathrm{Re}\,\mathrm{Tr}\,P_*C_i^\dagger C_j$ and

$$2B_{ij}-B^{\rm full}_{ij}=\mathrm{Re}\,\mathrm{Tr}\,Z\,C_i^\dagger C_j,\qquad Z=2P_*-1=P_*-Q_* .$$

Split each commutator into a part $O_k$ that couples the occupied and empty spaces of $P_*$ and a part $F_k$ that does not. Both are anti-Hermitian. In the trace, mixed products of $O$ and $F$ have no diagonal blocks and vanish.

For the product of two coupling parts, let $\tau=\mathrm{Tr}\,ZO_iO_j$, so that the contribution is $\mathrm{Tr}\,ZO_i^\dagger O_j=-\tau$. Since $Z$ has opposite signs on the two spaces, $ZO_i=-O_iZ$, and therefore

$$\tau=-\mathrm{Tr}\,O_iZO_j=-\mathrm{Tr}\,ZO_jO_i .$$

On the other hand, complex conjugation gives

$$\tau^*=\mathrm{Tr}\,(ZO_iO_j)^\dagger=\mathrm{Tr}\,O_j^\dagger O_i^\dagger Z=\mathrm{Tr}\,ZO_jO_i .$$

Hence $\tau^*=-\tau$, and its real part is zero. What remains is

$$2B_{ij}-B^{\rm full}_{ij}=\mathrm{Re}\,\mathrm{Tr}\,Z\,F_i^\dagger F_j .$$

It remains to find the size of $F_k$. Write $H_k=H_*+\varepsilon H_k'+O(\varepsilon^2)$. Because $[H_*,P_*]=0$,

$$C_k=\varepsilon\big([H_*,X_k]+[H_k',P_*]\big)+O(\varepsilon^2).$$

$H_*$ does not mix the two spaces and $X_k$ does nothing else, so the first commutator belongs to $O_k$. A commutator with $P_*$ has no diagonal blocks, so the second does too. Thus $O_k$ is of order $\varepsilon$ and $F_k$ of order $\varepsilon^2$. The difference is of order $\varepsilon^4$, compared with $B^{\rm full}$ of order $\varepsilon^2$. The test on formaldehyde, with the converged Hartree–Fock orbitals as reference, gave $\|2B-B^{\rm full}\|/\|B^{\rm full}\|=3.2\times10^{-8}$ at $\varepsilon=2\times10^{-3}$ and an observed order of 2.000.

A common factor of two does not affect the coefficients. If the minimisation is well conditioned, both versions of DIIS choose the same coefficients to leading order. With a reference that only approximates the converged space, the weights in equation (5) are no longer all equal, and the two may differ.

One cycle of the algorithm is as follows.

1. From $\Psi_k$ build $H[P_k]$, apply it to $\Psi_k$, and form $\Phi_k$ and $R_k$. Stop if $\sqrt2\,\|R_k\|/s_k$, the bound on $\|C_k\|$ from part (e), is small enough.
2. Find the coefficients and form $\tilde\Phi=\sum_k\alpha_k\Phi_k$.
3. Orthonormalise $\tilde\Phi$ and build $H[\tilde P]$.
4. Take the $N$ lowest eigenvectors of $H[\tilde P]$ as $\Psi_{k+1}$, in any gauge.

This form builds $H$ twice per cycle. In Hartree–Fock theory the second build can be replaced. There $H$ is a constant plus a linear function of $P$, so $\sum_k\alpha_kH[P_k]=H[D]$, which differs from $H[\tilde P]$ by $O(\varepsilon^2)$ according to (8). The old exchange operators must then be kept in a form that can be applied to new vectors.

A history of $m$ cycles stores $2m$ matrices of size $n\times N$. For a model with $n=200\,000$, $N=500$ and 16 bytes per entry, one of them takes

$$200\,000\times500\times16\ \text{bytes}=1.6\ \text{GB},$$

while one $n\times n$ matrix takes 640 GB, larger by $n/N=400$. A history of eight cycles needs $16\times1.6=25.6$ GB. The scaling of the exchange build itself is not improved by any of this. Nor is thin storage peculiar to $R$. By part (c), $B^{\rm full}_{ij}=2\,\mathrm{Re}\,\mathrm{Tr}[(G_i^\dagger G_j)(\Psi_j^\dagger\Psi_i)]-2\,\mathrm{Re}\,\mathrm{Tr}[(G_i^\dagger\Psi_j)(G_j^\dagger\Psi_i)]$, which needs only the thin matrices $\Psi_k$ and $G_k$; what the projection adds is a thin, gauge-free $\Phi_k$ that can be mixed. The gain lies in storage compared with dense $n\times n$ arrays, in fewer builds than plain iteration when DIIS needs at most half as many cycles, and in the freedom to use whichever orbital gauge makes the exchange cheapest.

### (i) Formaldehyde

Apply the method to restricted Hartree–Fock theory for formaldehyde in the 6-31G basis, with converged PBE orbitals as both starting point and reference. Check the relations between the norms, and compare with plain iteration and with other forms of DIIS.

**Solution.** The planar geometry has a CO distance of 1.20 Å; all coordinates are in the numerical output. There are $n=22$ basis functions and $N=8$ occupied orbitals, so $R$ has 176 entries and $C$ has 484. The molecule is small enough for dense checks. It can show correctness and convergence, but not a saving of time. The history holds eight cycles, and for a uniform comparison every run stops when the directly computed $\|C\|$ falls below $10^{-8}$ hartree. The PBE orbitals were obtained on a coarse integration grid; a fine grid shifts the energy of cycle 1 by $10^{-6}$ hartree and $\|C\|$ of cycle 2 by $7\times10^{-6}$ hartree, and leaves the final $s$ and the cycle counts unchanged. Selected cycles are:

| Cycle | $E$ (hartree) | $\|C\|$ (hartree) | $\|R\|$ (hartree) | $s$ |
|---|---|---|---|---|
| 1 | −113.793928 | 1.913e−1 | 1.353e−1 | 1.00000 |
| 2 | −113.806011 | 4.717e−2 | 3.335e−2 | 0.99891 |
| 5 | −113.807240 | 1.500e−3 | 1.060e−3 | 0.99852 |
| 8 | −113.807243 | 2.372e−5 | 1.677e−5 | 0.99846 |
| 12 | −113.807243 | 5.192e−9 | 3.671e−9 | 0.99846 |

In cycle 1 the occupied and reference orbitals coincide, so $s=1$ and part (e) requires $\|R\|=\|C\|/\sqrt2=0.1913/1.4142=0.1353$ hartree, as found. In cycle 12 the bounds (6) are

$$\frac{s^2}{2}=0.4985,\qquad 1-\frac{s^2}{2}=0.5015,$$

and the observed ratio is $(3.671/5.192)^2=0.4999$. The PBE orbitals span nearly the same space as the Hartree–Fock orbitals, which leaves little room between the bounds. The error guarantee gives $\|C\|\le\sqrt2\times3.671\times10^{-9}/0.99846=5.200\times10^{-9}$ hartree, just above the actual $5.192\times10^{-9}$.

The energy falls by 0.0133 hartree from the PBE orbitals to the Hartree–Fock solution. Near the end it converges faster than the residual. Between cycles 5 and 6, $\|C\|$ drops by a factor of 4.90, and the energy above its final value drops from $2.96\times10^{-6}$ to $1.30\times10^{-7}$ hartree, a factor of 22.8. Because the energy is stationary at the solution, its error is of second order in the residual, and $4.90^2=24.0$ is indeed close. The prefactor depends on the direction of the error, however, so the two factors need not agree in every cycle: between cycles 4 and 5 the energy error drops by a factor of 9.3, while the squared ratio of $\|C\|$ is 17. The final value, $-113.80724$ hartree, agrees with an independent Hartree–Fock solver. It is the mean-field energy in this basis; electron correlation is absent and the basis-set error remains. That error is large on the scale of the digits shown: at the same geometry the energy is lower by 0.057 hartree in 6-31G* and by 0.105 hartree in cc-pVTZ.

The runs compare as follows.

| Method | Cycles | Builds of $H$ |
|---|---|---|
| Plain iteration | 85 | 85 |
| Projected-commutator DIIS | 12 | 23 |
| Full-commutator DIIS | 12 | 23 |

Both DIIS runs mix the matrices $\Phi_k$ and build $H$ again from the result; they differ only in the residual that determines the coefficients. The 23 builds are two for each of the first eleven cycles and one for the last, which stops after its residual has been evaluated. The customary full-commutator DIIS mixes the stored Hamiltonians instead and needs only one build per cycle. The table therefore compares the two residuals, not the cost of the customary method. Even with both builds counted, plain iteration needs $85/23\approx3.7$ times as many. The average reduction of $\|C\|$ per cycle is a factor of $(9.1\times10^{-9}/0.1913)^{1/84}=0.82$ for plain iteration and $(5.192\times10^{-9}/0.1913)^{1/11}=0.21$ for the projected method. The equal counts of the two commutator methods are consistent with part (h), though a count of cycles is too coarse to test it.

The gauge was tested by rotating the orbitals at random in every cycle. The projected method again took 12 cycles, and no energy along the way changed by more than $1.7\times10^{-13}$ hartree. When the raw orbitals and their residuals $QH\Psi$ were combined under such rotations, three runs took 98, 80 and 82 cycles. The count scatters widely with the random sequence, from about 60 to about 130 cycles. The runs did converge, but on average at about the pace of plain iteration: here a history in unrelated gauges brought no clear benefit. Part (g) shows that such combinations carry a first-order error; it does not predict these particular counts.

## Values computed for the example and the checks

```
Formaldehyde, RHF/6-31G, reference orbitals from PBE/6-31G
  C position (angstrom): 0.00 0.00 0.00
  O position (angstrom): 0.00 0.00 1.20
  H position (angstrom): 0.00 0.94 -0.59
  H position (angstrom): 0.00 -0.94 -0.59
Basis functions n = 22, occupied orbitals N = 8
Entries: thin residual 176, full commutator 484
One-step test, random complex rotation of the orbitals:
  norm of orbital change (dimensionless): 4.397
  relative change of raw residual: 1.518
  norm of thin residual (hartree): 0.033348
  error of P Ref, dimensionless: 4.9e-15
  error of thin residual (hartree): 2.3e-14
  error of recovered projector: 5.2e-15
Random bound tests: 300 cases, all within bounds
  smallest overlap s from 0.024 to 1.000
  |R|^2/|C|^2 from 0.261 to 0.500
Singular-overlap example (hartree): |C| = 0.4243, |R| = 0.0e+00
DIIS history 8, threshold on |C| 1e-08 hartree
Projected-commutator DIIS: cycle, E, |C|, |R| (hartree), s
   1 -113.793927867 1.913e-01 1.353e-01 1.000000
   2 -113.806010777 4.717e-02 3.335e-02 0.998906
   3 -113.806876918 2.790e-02 1.972e-02 0.998853
   4 -113.807214859 6.190e-03 4.375e-03 0.998596
   5 -113.807239576 1.500e-03 1.060e-03 0.998519
   6 -113.807242410 3.061e-04 2.163e-04 0.998466
   7 -113.807242530 8.202e-05 5.798e-05 0.998460
   8 -113.807242540 2.372e-05 1.677e-05 0.998458
   9 -113.807242540 1.637e-06 1.157e-06 0.998458
  10 -113.807242540 2.266e-07 1.602e-07 0.998458
  11 -113.807242540 3.424e-08 2.422e-08 0.998458
  12 -113.807242540 5.192e-09 3.671e-09 0.998458
Independent RHF solver energy (hartree): -113.807242540
Largest energy change under random gauges (hartree): 1.7e-13
Plain iteration: cycles 85, Fock builds 85, final |C| 9.1e-09 hartree
Projected DIIS: cycles 12, Fock builds 23
Full-commutator DIIS: cycles 12, Fock builds 23
Raw-orbital DIIS, three random gauges: cycles [98, 80, 82] (cap 100)
Mixing errors at step 2e-03 and half step, with observed order:
  projector, fixed gauge: 9.354e-07 2.339e-07 order 2.000
  residual, fixed gauge (hartree): 2.752e-06 6.879e-07 order 2.000
  projector, random gauges: 1.793e-03 8.967e-04 order 1.000
  Gram matrix, relative: 3.186e-08 7.964e-09 order 2.000
Storage model: n = 200000, N = 500, 16 bytes per entry
  thin 1.6 GB, dense 640.0 GB, ratio 400
```
